Rydberg lifetimes: n³ at fixed l, n⁵ for circular states

**Definitions and conventions**

Consider one electron bound to a fixed nucleus of charge 1, without spin. Hartree atomic units are used, so the speed of light is 1/α. Level n has energy −1/(2n²). The radial function is u(r), with ∫u²dr = 1. A circular state has l = n−1. The lifetime is τ = 1/ΣA, where the sum runs over spontaneous electric-dipole decays in free space at zero temperature.

For a transition nl → n′l′, define

ω = 1/(2n′²) − 1/(2n²),  R = ∫ u_nl r u_n′l′ dr.

The golden rule gives the rate. In a volume V, a photon mode couples to the dipole with squared strength (2πω/V)|ε·d|², where d = ⟨f|**r**|i⟩. The mode density is Vω²α³/(2π)³ per unit frequency and solid angle. Summing |ε·d|² over polarizations and directions gives (8π/3)|d|². Hence

A = 2π · 2πω · ω²α³/(8π³) · (8π/3)|d|² = (4/3)α³ω³|d|²,

still to be summed over the final m′.

For the angular part, the squared matrix element of cos θ between (l,m) and (l+1,m) is [(l+1)² − m²]/[(2l+1)(2l+3)]. Since Σm² = l(l+1)(2l+1)/3, its sum over m is (l+1)/3. The three dipole components contribute equally to the sum over both m and m′, which is therefore l+1. This double sum is symmetric in the two states, so for l′ = l−1 it is l. Other l′ give zero. Rotational symmetry makes each initial m decay equally, so we divide by 2l+1:

A = (4/3)α³ω³ [l_>/(2l+1)] R²,  l′ = l±1,  l_> = max(l,l′).  (1)

**A counter-example to a universal n³ law**

Take the circular state n = 30, l = 29. A final state with l′ = 30 needs n′ ≥ 31, which lies higher. A final state with l′ = 28 needs n′ ≥ 29. The one decay is therefore to n′ = 29, l′ = 28.

The function u = N_n rⁿe^(−r/n) describes a circular state, because

u″/u = n(n−1)/r² − 2/r + 1/n²,

which is the radial equation for l = n−1. Normalization gives N_n² = (2/n)^(2n+1)/(2n)!. With s = 1/n + 1/(n−1) = (2n−1)/[n(n−1)],

R = N_n N_(n−1) ∫ r^(2n) e^(−sr) dr = N_n N_(n−1) (2n)!/s^(2n+1).

Squaring, and using (2n)!/(2n−2)! = 2n(2n−1),

R² = 2^(4n+1) n^(2n+2) (n−1)^(2n+3)/(2n−1)^(4n+1).  (2)

At n = 30 this gives R = 0.9502 × 900 = 855.2, and ω = 3.897×10⁻⁵ hartree. Equation (1) then reads

A = (4/3)(0.0072974)³(3.897×10⁻⁵)³(29/59)(855.2)² = 1.103×10⁻¹⁴,

so τ = 9.07×10¹³ atomic units, or 2194 μs.

An n³ law would multiply this by 8 at n = 60, giving 17550 μs. The calculated value is 71400 μs, longer by a factor 4.07. For p states the same doubling takes τ from 4.97 to 39.7 μs, a factor 7.99. The n³ law works for the p states and fails for the circular ones.

**The correct statement**

(a) At fixed l, τ grows as n³ once n ≫ l.

(b) For l = n−1, τ → 3n⁵/(2α³).

(c) The n⁵ law does not follow from having one open channel. It follows because large l closes the decays to deep levels, and the line that remains has ω ~ n⁻³ and R ~ n².

Part (b) follows from the exact rate. Part (a) combines an exact limit for each line with a semiclassical estimate of the sum over lines.

**Proof for circular states**

Here ω = (2n−1)/[2n²(n−1)²], and the angular factor is (n−1)/(2n−1). Inserting these and (2) into (1),

A = (α³/3) 2^(4n) n^(2n−4) (n−1)^(2n−2)/(2n−1)^(4n−1).

Taking n out of n−1 and 2n out of 2n−1 gives

A = (2α³/3) n⁻⁵ (1−1/n)^(2n−2) (1−1/(2n))^(−(4n−1)).

The logarithms of the last two factors are −2 + 1/n and 2, each up to terms of order 1/n². The constants cancel, and

A = (2α³/3) n⁻⁵ [1 + 1/n + O(1/n²)].

This proves (b). The power counting is ω³R² ~ n⁻⁹ · n⁴ = n⁻⁵.

The classical picture agrees. An orbit of radius n² has acceleration n⁻⁴ and radiates the Larmor power (2α³/3)n⁻⁸. The quantum power ωA exceeds this by 8.8% at n = 30 and 4.3% at n = 60. The excess is 5/(2n) to leading order: 3/(2n) from ω and 1/n from A.

**Proof at fixed l: one final level**

Near the nucleus a highly excited state has almost zero energy, and its radial equation becomes

u″ = [l(l+1)/r² − 2/r]u.

Put z = √(8r) and u = √r f(z). Since d/dr = (4/z)d/dz, this turns into

f″ + f′/z + [1 − (2l+1)²/z²]f = 0,

which is Bessel's equation of order 2l+1.

The normalization follows from the behaviour at small r. The normalized hydrogenic function starts as

u_nl ≈ (1/n) √[(n+l)!/(n−l−1)!] (2r/n)^(l+1)/(2l+1)!.

The ratio of factorials has 2l+1 factors, each close to n, so the prefactor tends to n^(−3/2)(2r)^(l+1)/(2l+1)!. Therefore, at fixed r,

n^(3/2) u_nl → √(2r) J_(2l+1)(√(8r)).  (3)

The limit may be taken inside R. Changing −2/r to +2/r in the radial equation makes every power-series coefficient positive and at least as large in magnitude. For n ≥ n′+1 the resulting bound grows no faster than a power of r times e^(r/(n′+1)). The final state decays as e^(−r/n′), apart from a power of r, so the integral converges uniformly. Thus R² ∝ n⁻³ for each fixed final state whose limiting integral is nonzero, while ω tends to a constant.

For np → 1s, where u_1s = 2re^(−r), expand the Bessel function:

n^(3/2)R → 2√2 ∫ r^(5/2) J₃(√(8r)) e^(−r) dr
= 8 Σ_k (−2)^k (k+4)/k! = 8(4−2)e⁻² = 16e⁻².

With ω → 1/2 and the angular factor 1/3,

n³A → (4/3)(1/8)(1/3)(256e⁻⁴)α³ = (128/9)e⁻⁴α³ = 0.2605α³.

The dipole shrinks because the chance of finding the electron near the nucleus falls as n⁻³, while the photon energy stays near 0.5 hartree.

**Proof at fixed l: the sum over levels**

The number of final levels grows with n, so the sum must be shown not to spoil the law. For low l the electron falls almost radially. Near the nucleus ṙ²/2 ≈ 1/r, so r = (9/2)^(1/3)|t|^(2/3). Semiclassically, R is a Fourier component of r(t) divided by the period. The wave-function normalizations replace the period 2πn³ by 2π(nn′)^(3/2). Scaling time by 1/ω gives

R ~ (nn′)^(−3/2) ω^(−5/3),  n³A(n→n′) ~ α³ n′⁻³ ω^(−1/3).  (4)

For 1 ≪ n′ ≪ n, ω ≈ 1/(2n′²), and the terms fall as n′^(−7/3). Levels above some N then contribute about N^(−4/3). Near the top, write n′ = n−k, so that ω ≈ k/n³ and (4) gives R ~ n²k^(−5/3). For k of order 1 the time 1/ω is comparable to the period and the near-nucleus form of r(t) is not accurate, but the low Fourier components are then of the order of the orbit size n², so the power of n in (4) still holds. The terms are of order n⁻² for k of order 1 and tend to the form n⁻²k^(−1/3) only for 1 ≪ k ≪ n. Their sum up to k ~ n is dominated by large k and is of order n^(−4/3), which vanishes. The total n³A therefore tends to a finite constant. For p states the calculation gives 0.3386α³ at n = 60 and 0.3388α³ in the limit, where levels up to n′ = 60 are summed from (3) and the small remainder is estimated with the n′^(−7/3) law.

Corrections to (4) die slowly. For n′ ≪ n the binding energy of the final level is about ω. At the relevant radius, r ~ ω^(−2/3), this binding energy relative to 1/r and the transverse velocity relative to the radial one are both of order ω^(1/3) ~ n′^(−2/3). In the limit n → ∞, computed from (3), the local exponent in n′ for p states is −2.189 between n′ = 15 and 30, and −2.230 between 30 and 60. If its error shrinks by 2^(−2/3) per doubling, the limit is

−2.230 − 0.041/(2^(2/3)−1) = −2.300,

compared with −7/3 = −2.333. The extrapolation falls short because higher corrections are still present in this range: measured from −7/3, the error shrinks by 0.72 between the two exponents above, not by 0.63. The ratio approaches 0.63 only at larger n′, and the exponent reaches −2.322 between n′ = 960 and 1920.

**Why the number of channels is not the cause**

Two cases separate the number of channels from the kind of channel.

First, the single line np → 1s has a rate falling as n⁻³. If it were the one open channel, the lifetime would grow as n³. The np decays to level n−1 do fall as n⁻⁵, as (4) gives for k = 1, but they carry only 4.6×10⁻⁴ of the total rate at n = 30. The 1s line carries 77%.

Second, a state with l = n−2 can decay to n−1 and to n−2, both with l′ = n−3. Its radial motion is a small oscillation about r ≈ n², with frequency n⁻³ and hence width of order n^(3/2). In the decay to n−1, both states have one radial node and nearly the same shape, so R ≈ n² and the rate is of order n⁻⁵. In the decay to n−2, the node number changes. The nearly orthogonal shapes reduce R to order n^(3/2), and the rate is of order n⁻⁶. The second line's share should thus fall as 1/n; it is 12.9% at n = 30 and 6.6% at n = 60. The lifetime exponent over this interval is 5.08, close to 5 despite the two channels.

In general, a state with l ≥ 1 cannot reach a level below n′ = l, because n′ ≥ l′+1 ≥ l. This is how large angular momentum removes the energetic photons.

**Between the two limits**

A classical estimate connects the two laws. The radiation-reaction force is (2α³/3)d**a**/dt. Its torque involves **r**×d**a**/dt = d(**r**×**a**)/dt − **v**×**a**. The first term vanishes for a central force, and **v**×**a** = **L**/r³. On a Kepler orbit dt = r²dθ/L, and 1/r averages over θ to 1/L². With period 2πn³, the time average of 1/r³ is 1/(n³L³), so

mean loss rate of L = (2α³/3)/(n³L²).

If each photon removes one unit of angular momentum, this is also the decay rate. Replacing L² by l(l+1) gives, for l ≥ 1,

τ ≈ 3n³l(l+1)/(2α³).  (5)

Fixed l gives n³, and l = n−1 gives n⁴(n−1), which approaches n⁵. At n = 30, the calculated rates for l = 1 to 29 lie between 1.00 and 1.08 times this estimate. Some photons raise l, so the total rate exceeds the net loss. For n = 60, l = 10, such photons are 3.3% of the total. The net loss is 1.01 times the estimate and the total rate 1.08 times. The excess of the total rate keeps growing slowly with n/l and approaches about 10% for n ≫ l ≫ 1 (1.10 at n = 240, l = 10). At the lowest l the estimate of the net loss is itself less accurate: the ratio is 0.97 for n = 30, l = 1.

Equation (5) also shows that "low l" is not the essential condition: to the accuracy of this estimate, it is enough that l stays fixed while n grows. For l = 10 the exponent between n = 30 and 60 is already 2.96.

Zero temperature does matter. Thermal radiation at temperature T, in energy units, multiplies each emission rate by 1 + 1/(e^(ω/T)−1), which is about T/ω when T ≫ ω. For a circular state this changes n⁻⁵ into Tn³·n⁻⁵ = Tn⁻². Absorption shortens the lifetime further, so in that regime it grows no faster than n². The n⁵ law requires T ≪ n⁻³. The photon energy corresponds to 12.3 K at n = 30 and 1.5 K at n = 60, so over this doubling the exponent is already down to about 4.4 at 1 K and to 2.0 at 77 K. The n³ law is limited too: at fixed l the lines to neighbouring levels also acquire rates of order Tn⁻², which overtake n⁻³ at large enough n. For p states at 300 K the exponent between n = 30 and 60 drops to about 2.9, counting bound levels only.

The wave-function integrals and the lifetime scaling laws are checked numerically in the numerical check, the n′^(−7/3) tail only after the extrapolation above. The k^(−1/3) dependence near the top and the thermal estimate are not checked.

Computed values

```
fine-structure constant: 0.007297353
atomic unit of time: 2.418884e-11 microseconds
lifetime n=30 p: 2.05584e+11 a.u.
  converted: 4.9728 microseconds
lifetime n=30 circular: 9.06862e+13 a.u.
  converted: 2193.6 microseconds
lifetime n=60 p: 1.64181e+12 a.u.
  converted: 39.713 microseconds
lifetime n=60 circular: 2.95167e+15 a.u.
  converted: 71397 microseconds
circular photon energy n=30: 3.89748e-05 hartree
circular R/n^2 n=30: 0.95021
np-1s photon energy n=30: 0.499444 hartree
circular power / Larmor power n=30: 1.08845
circular photon energy n=60: 4.74800e-06 hartree
circular R/n^2 n=60: 0.97505
np-1s photon energy n=60: 0.499861 hartree
circular power / Larmor power n=60: 1.04291
p lifetime growth n=30 to 60: factor 7.9861
circular lifetime growth n=30 to 60: factor 32.5482
n^3 guess too short for circular n=60: factor 4.0685
lifetime exponent 30-60, l=0: 2.9733
lifetime exponent 30-60, l=1: 2.9975
lifetime exponent 30-60, l=2: 2.9942
lifetime exponent 30-60, l=3: 2.9903
lifetime exponent 30-60, l=10: 2.9613
lifetime exponent 30-60, l=n-2: 5.0754
lifetime exponent 30-60, l=n-1: 5.0245
circular 1/n rate correction, n=1000: 1.00088
inverse-rate exponent, np to 1s: 3.0008
inverse-rate exponent, np to level n-1: 5.0010
np share to 1s, n=30: 0.77132
np share to level n-1, n=30: 4.6274e-04
l=n-2 share to level n-2, n=30: 0.12887
np share to 1s, n=60: 0.76955
np share to level n-1, n=60: 1.1541e-04
l=n-2 share to level n-2, n=60: 0.06555
n^3 A/alpha^3, np-1s: n=60 0.260537, limit 0.260489
n^3 A/alpha^3, p total: n=60 0.33856, limit 0.33880
final-level tail exponent, 15-30: -2.1889
final-level tail exponent, 30-60: -2.2299
final-level tail exponent, extrapolated: -2.2997
rate/estimate, n=30, l=1..29: 0.9999 to 1.0773
n=60 l=10 net l loss/estimate: 1.0084
n=60 l=10 total rate/estimate: 1.0807
n=60 l=10 share raising l: 0.03344
```
